\section*{Absorption Spectra from the Thermal Dipole Autocorrelation Function}

\section{Two levels and a weak pulse}

Take a system with two energy levels, $E_0$ and $E_1=E_0+\hbar\omega_0$, and expose it to a short pulse of light. The wavelength is much larger than the system, so the electric field at its position is a function of time alone, $E(t)$, along a fixed direction. With $\mu$ the component of the dipole operator along that direction, the Hamiltonian is
\begin{equation}
H_{\rm tot}(t)=H-\mu E(t).
\label{eq:ham}
\end{equation}
The field is a prescribed classical function that vanishes before and after the pulse.

Write the state as $|\psi(t)\rangle=\sum_k c_k(t)e^{-iE_kt/\hbar}|k\rangle$, where $H|k\rangle=E_k|k\rangle$. Inserting this in the Schr\"odinger equation cancels the terms with $E_k$. Projection on $\langle f|$ leaves
\begin{equation}
i\hbar\,\dot c_f=-E(t)\sum_k\mu_{fk}\,e^{i\omega_{fk}t}c_k,
\qquad \omega_{fk}=\frac{E_f-E_k}{\hbar}.
\label{eq:coeff}
\end{equation}
Let the system start in level $i$. To first order in the field we put $c_k=\delta_{ki}$ on the right. For $f\neq i$, integration over the whole pulse gives
\begin{equation}
c_f=\frac{i}{\hbar}\mu_{fi}\tilde E(\omega_{fi}),
\qquad \tilde E(\omega)=\int_{-\infty}^{\infty}E(t)e^{i\omega t}dt,
\label{eq:amp}
\end{equation}
and the transition probability is
\begin{equation}
P_{fi}=|c_f|^2=\frac{|\mu_{fi}|^2|\tilde E(\omega_{fi})|^2}{\hbar^2}.
\label{eq:prob}
\end{equation}
Because $E(t)$ is real, $\tilde E(-\omega)=\tilde E(\omega)^*$. Because $\mu$ is Hermitian, $|\mu_{01}|=|\mu_{10}|$. The upward and downward probabilities are therefore equal, $P_{10}=P_{01}$.

If the levels have initial populations $p_0$ and $p_1$, upward jumps take $\hbar\omega_0$ from the field and downward jumps return it. The mean energy absorbed is
\begin{equation}
W=\hbar\omega_0(p_0-p_1)P_{10}
=\hbar\omega_0\,p_0\left(1-e^{-\hbar\omega_0/kT}\right)P_{10},
\label{eq:two}
\end{equation}
where the second form uses the thermal ratio $p_1=p_0e^{-\hbar\omega_0/kT}$. The 1 in the bracket is absorption. The exponential is stimulated emission: downward transitions caused by the pulse. Spontaneous emission is not included, since with $E(t)=0$ the amplitude (\ref{eq:amp}) vanishes.

The same two processes appear in the dipole correlation function. Suppose that $\mu_{00}=\mu_{11}=0$, and let $\mu(t)=e^{iHt/\hbar}\mu e^{-iHt/\hbar}$ be the dipole evolving without the field. Then
\begin{equation}
\langle\mu(t)\mu(0)\rangle
=|\mu_{10}|^2\left(p_0e^{-i\omega_0t}+p_1e^{i\omega_0t}\right).
\label{eq:twoC}
\end{equation}
One frequency carries the population that can absorb, the other the population that can emit. This separation holds for any number of levels.

\section{Energy absorbed by a thermal system}

Let $H$ now be general, with the system initially in the canonical state
\begin{equation}
\rho=\frac{e^{-\beta H}}{Z},\qquad p_i=\frac{e^{-\beta E_i}}{Z},
\qquad \beta=\frac1{kT}.
\label{eq:rho}
\end{equation}
This state has no coherence between energy levels, so the mean energy gain is the average over initial levels:
\begin{equation}
W=\sum_{i,f}p_i\,\hbar\omega_{fi}P_{fi}
=\frac1\hbar\sum_{i,f}p_i\,\omega_{fi}|\mu_{fi}|^2|\tilde E(\omega_{fi})|^2 .
\label{eq:W}
\end{equation}
The first-order amplitudes suffice for $W$ to second order in the field. For $f\ne i$, the second-order part of $c_f$ changes $|c_f|^2$ only from third order on. The probability of remaining in level $i$ does change at second order, but that term has $\omega_{ii}=0$ and carries no energy.

Define the correlation function and its transform by
\begin{equation}
C(t)=\langle\mu(t)\mu(0)\rangle={\rm Tr}\,[\rho\,\mu(t)\mu(0)],
\qquad S(\omega)=\int_{-\infty}^{\infty}e^{i\omega t}C(t)\,dt .
\label{eq:CS}
\end{equation}
The matrix element of the evolving dipole is
\begin{equation}
\langle i|\mu(t)|f\rangle=e^{iE_it/\hbar}\mu_{if}e^{-iE_ft/\hbar}
=\mu_{if}e^{-i\omega_{fi}t}.
\end{equation}
Inserting a complete set of levels between the two dipoles, and using $\mu_{if}\mu_{fi}=|\mu_{fi}|^2$, we obtain
\begin{equation}
C(t)=\sum_{i,f}p_i|\mu_{fi}|^2e^{-i\omega_{fi}t}.
\label{eq:Cexp}
\end{equation}
Since $\int e^{i(\omega-\omega_{fi})t}dt=2\pi\delta(\omega-\omega_{fi})$,
\begin{equation}
S(\omega)=2\pi\sum_{i,f}p_i|\mu_{fi}|^2\delta(\omega-\omega_{fi}).
\label{eq:Sexp}
\end{equation}
With the sign convention of (\ref{eq:CS}), upward transitions lie at positive $\omega$ and downward transitions at negative $\omega$. Multiplying (\ref{eq:Sexp}) by $\omega|\tilde E(\omega)|^2/(2\pi\hbar)$ and integrating reproduces the sum (\ref{eq:W}):
\begin{equation}
W=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}
\omega|\tilde E(\omega)|^2S(\omega)\,d\omega .
\label{eq:Wall}
\end{equation}
Permanent dipoles contribute to $S$ at $\omega=0$, where the factor $\omega$ removes them.

\section{Detailed balance and the cross-section}

The two halves of the frequency axis are related by the thermal populations. From (\ref{eq:Sexp}), with $\delta$ even and $-\omega_{fi}=\omega_{if}$,
\begin{align}
S(-\omega)&=2\pi\sum_{i,f}p_i|\mu_{fi}|^2\delta(\omega-\omega_{if})
\nonumber\\
&=2\pi\sum_{i,f}p_f|\mu_{fi}|^2\delta(\omega-\omega_{fi})
\nonumber\\
&=2\pi\sum_{i,f}p_ie^{-\beta\hbar\omega_{fi}}|\mu_{fi}|^2
\delta(\omega-\omega_{fi})
=e^{-\beta\hbar\omega}S(\omega).
\label{eq:db}
\end{align}
The second line exchanges the names $i$ and $f$ and uses $|\mu_{if}|=|\mu_{fi}|$. The third uses $p_f=p_ie^{-\beta\hbar\omega_{fi}}$, and the delta function then allows $\omega_{fi}$ to be replaced by $\omega$.

In the negative half of (\ref{eq:Wall}) substitute $\omega\to-\omega$. The factor $\omega$ changes sign and $|\tilde E|^2$ does not, so
\begin{align}
W&=\frac1{2\pi\hbar}\int_0^\infty\omega|\tilde E(\omega)|^2
\left[S(\omega)-S(-\omega)\right]d\omega
\label{eq:Wdiff}\\
&=\frac1{2\pi\hbar}\int_0^\infty\omega|\tilde E(\omega)|^2
\left(1-e^{-\beta\hbar\omega}\right)S(\omega)\,d\omega .
\label{eq:Wfold}
\end{align}

To turn this energy into a cross-section we need the incident energy. For a plane wave in vacuum the energy flux is $\varepsilon_0cE(t)^2$. Parseval's theorem and the evenness of $|\tilde E|^2$ give the energy per area,
\begin{equation}
\varepsilon_0c\int_{-\infty}^{\infty}E^2dt
=\frac{\varepsilon_0c}{2\pi}\int_{-\infty}^{\infty}|\tilde E|^2d\omega
=\int_0^\infty F(\omega)\,d\omega,
\qquad F(\omega)=\frac{\varepsilon_0c}{\pi}|\tilde E(\omega)|^2 .
\label{eq:F}
\end{equation}
The cross-section $\sigma(\omega)$ is defined by the requirement
\begin{equation}
W=\int_0^\infty\sigma(\omega)F(\omega)\,d\omega
\label{eq:def}
\end{equation}
for every weak pulse. In (\ref{eq:Wfold}) replace $|\tilde E|^2$ by $\pi F/(\varepsilon_0c)$. The prefactor becomes $\pi/(2\pi\hbar\varepsilon_0c)=1/(2\varepsilon_0c\hbar)$, and
\begin{equation}
\boxed{\;\sigma(\omega)=\frac{\omega}{2\varepsilon_0c\hbar}
\left(1-e^{-\hbar\omega/kT}\right)
\int_{-\infty}^{\infty}e^{i\omega t}\langle\mu(t)\mu(0)\rangle\,dt\;}
\label{eq:sigma}
\end{equation}
for $\omega>0$. Pulses can be chosen with $F$ concentrated near any frequency, so (\ref{eq:def}) fixes $\sigma$ there. For discrete levels $\sigma$ is a sum of delta functions, and the measurable quantity is its integral against the smooth $F$. No linewidth had to be assumed.

For $\hbar\omega\gg kT$ the thermal factor tends to 1, because the upper levels of the transitions are hardly populated. For $\hbar\omega\ll kT$ it is approximately $\hbar\omega/kT$: absorption and stimulated emission nearly cancel.

In an isotropic sample the tensor $\langle\mu_a(t)\mu_b(0)\rangle$ singles out no direction and must be proportional to $\delta_{ab}$. Its trace is $\langle\boldsymbol\mu(t)\cdot\boldsymbol\mu(0)\rangle$, so each diagonal component is one third of that. Equation (\ref{eq:sigma}) then holds with
\begin{equation}
\langle\mu(t)\mu(0)\rangle\to
\tfrac13\langle\boldsymbol\mu(t)\cdot\boldsymbol\mu(0)\rangle .
\label{eq:iso}
\end{equation}

\subsection{What the thermal factor requires}

The difference in (\ref{eq:Wdiff}) can be written without temperature. Changing $t\to-t$ in $S(-\omega)=\int e^{-i\omega t}C(t)dt$ gives $\int e^{i\omega t}C(-t)dt$. Since $\rho$ commutes with $H$, a common shift of both times changes nothing, and $C(-t)=\langle\mu(-t)\mu(0)\rangle=\langle\mu(0)\mu(t)\rangle$. Therefore
\begin{equation}
S(\omega)-S(-\omega)=\int_{-\infty}^{\infty}e^{i\omega t}
\langle[\mu(t),\mu(0)]\rangle\,dt .
\label{eq:comm}
\end{equation}
This form needs only populations that are diagonal in the energy levels. The factor $1-e^{-\hbar\omega/kT}$ needs in addition the Boltzmann ratio used in (\ref{eq:db}). If a two-level system is prepared with $p_1>p_0$, the first form of (\ref{eq:two}) gives $W<0$, which is amplification; the thermal factor with positive $T$ cannot describe it.

The derivation no longer applies when the pulse is strong enough to change the populations appreciably (the harmonic oscillator below is an exception for the net energy, because its equation of motion is linear in the field), when the wavelength is not large compared with the system, or when the sample is so dense that the field at a molecule differs from the incident field. Small population changes alone do not guarantee that first order suffices: if the pulse has almost no spectral weight at a transition frequency, processes of higher order in the field, such as two-photon absorption, can dominate that transition.

\section{The harmonic oscillator}

Let a particle of mass $m$ and effective charge $q$ oscillate along the field direction with frequency $\omega_0$, and let $\mu=qx$. In terms of ladder operators with $[a,a^\dagger]=1$,
\begin{equation}
x=\sqrt{\frac{\hbar}{2m\omega_0}}\,(a+a^\dagger),\qquad
a(t)=a\,e^{-i\omega_0t},\qquad a^\dagger(t)=a^\dagger e^{i\omega_0t}.
\label{eq:ladder}
\end{equation}
The thermal state is diagonal in the quantum number, so $\langle aa\rangle=\langle a^\dagger a^\dagger\rangle=0$. With $r=e^{-\hbar\omega_0/kT}$ the normalized populations are $(1-r)r^N$, and
\begin{equation}
\bar n=\langle a^\dagger a\rangle=(1-r)\sum_{N=0}^\infty Nr^N
=(1-r)\frac{r}{(1-r)^2}=\frac{r}{1-r}
=\frac1{e^{\hbar\omega_0/kT}-1}.
\label{eq:n}
\end{equation}
The commutator gives $\langle aa^\dagger\rangle=\bar n+1$. Hence
\begin{align}
C(t)&=\frac{q^2\hbar}{2m\omega_0}
\left[(\bar n+1)e^{-i\omega_0t}+\bar n\,e^{i\omega_0t}\right],
\label{eq:Cho}\\
S(\omega)&=\frac{\pi q^2\hbar}{m\omega_0}
\left[(\bar n+1)\delta(\omega-\omega_0)+\bar n\,\delta(\omega+\omega_0)\right].
\label{eq:Sho}
\end{align}
The ratio of the two weights is $\bar n/(\bar n+1)=r$, as (\ref{eq:db}) demands.

From (\ref{eq:n}), $\bar n+1=1/(1-r)$, so
\begin{equation}
(\bar n+1)\left(1-e^{-\hbar\omega_0/kT}\right)=1 .
\label{eq:cancel}
\end{equation}
Inserting (\ref{eq:Sho}) in (\ref{eq:sigma}) and setting $\omega=\omega_0$ under the delta function gives
\begin{equation}
\sigma(\omega)=\frac{\omega_0}{2\varepsilon_0c\hbar}\,
\frac{\pi q^2\hbar}{m\omega_0}\,\delta(\omega-\omega_0)
=\frac{\pi q^2}{2\varepsilon_0mc}\,\delta(\omega-\omega_0).
\label{eq:sho}
\end{equation}
Temperature has disappeared, and so has $\hbar$. Heating strengthens absorption in proportion to $\bar n+1$ and stimulated emission in proportion to $\bar n$; the difference stays equal to 1.

The commutator (\ref{eq:comm}) shows why. The oscillator moves as $x(t)=x\cos\omega_0t+(p/m\omega_0)\sin\omega_0t$, so $[p,x]=-i\hbar$ gives
\begin{equation}
[x(t),x(0)]=-\frac{i\hbar}{m\omega_0}\sin\omega_0t .
\end{equation}
This is a number, whose average is the same in every state, so the whole net strength stays in one line at $\omega_0$ at every temperature. The integrated strength alone is not special to this potential: for any potential with $\mu=qx$ the sum rule $\sum_f\omega_{fi}|x_{fi}|^2=\hbar/2m$ makes $\int_0^\infty\sigma\,d\omega=\pi q^2/(2\varepsilon_0mc)$ at every temperature, and only its distribution over frequencies changes. For the two-level system, by contrast, $p_0+p_1=1$ and $p_1=rp_0$ give $p_0-p_1=(1-r)/(1+r)$, so its net absorption falls on heating.

The absence of $\hbar$ can be checked with a classical oscillator driven from rest, $\ddot x+\omega_0^2x=qE(t)/m$. The combination $\zeta=\dot x+i\omega_0x$ obeys $\dot\zeta=i\omega_0\zeta+qE/m$. After the pulse,
\begin{equation}
\zeta=\frac qm e^{i\omega_0t}\int_{-\infty}^{\infty}E(t')e^{-i\omega_0t'}dt',
\qquad
\tfrac12m|\zeta|^2=\frac{q^2|\tilde E(\omega_0)|^2}{2m}.
\label{eq:class}
\end{equation}
The left side of the last equation is the oscillator energy, $\frac12m\dot x^2+\frac12m\omega_0^2x^2$. The quantum result, from (\ref{eq:sho}), (\ref{eq:F}) and (\ref{eq:def}), is
\begin{equation}
W=\frac{\pi q^2}{2\varepsilon_0mc}\,
\frac{\varepsilon_0c}{\pi}|\tilde E(\omega_0)|^2
=\frac{q^2|\tilde E(\omega_0)|^2}{2m},
\end{equation}
the same energy.

\subsection{Using a classical correlation function}

Suppose the correlation function is computed from classical trajectories instead. For the oscillator, equipartition gives $\langle x^2\rangle=kT/(m\omega_0^2)$, and $\langle xp\rangle=0$, so
\begin{equation}
C_{\rm cl}(t)=\frac{q^2kT}{m\omega_0^2}\cos\omega_0t .
\label{eq:Ccl}
\end{equation}
This function is real and even. Its transform has equal weights at $\pm\omega_0$ and violates (\ref{eq:db}). The weight at $+\omega_0$ is $\pi q^2kT/(m\omega_0^2)$. If it is combined with the quantum factor, the strength relative to the correct one follows from (\ref{eq:Sho}) and (\ref{eq:cancel}):
\begin{equation}
\frac{(1-e^{-y})\,\pi q^2kT/(m\omega_0^2)}{\pi q^2\hbar/(m\omega_0)}
=\frac{1-e^{-y}}{y},\qquad y=\frac{\hbar\omega_0}{kT}.
\label{eq:mixed}
\end{equation}
This is below 1 for every $y>0$ and approaches 1 for $y\to0$. Replacing $1-e^{-y}$ by $y$ restores the correct strength. For this oscillator, then, the factor that belongs with the classical correlation function is $\hbar\omega/kT$.

\section{A numerical example}

Consider a model oscillator with wavenumber $500\ {\rm cm^{-1}}$, $m=10$ u and $q=0.5\,e$. Its angular frequency is $\omega_0=9.418\times10^{13}$ rad/s and its quantum is $\hbar\omega_0=9.932\times10^{-21}$ J. Equation (\ref{eq:sho}) gives
\begin{equation}
\int_0^\infty\sigma\,d\omega=\frac{\pi(0.5e)^2}{2\varepsilon_0(10\,{\rm u})c}
=2.287\times10^{-10}\ {\rm m^2\,rad/s}.
\label{eq:num}
\end{equation}
We express this strength as an integral over wavenumber, per mole. Since $\omega=2\pi c\tilde\nu$, we multiply by $N_{\rm A}/(2\pi c)$ and obtain 73.1 km/mol for a field along the axis. Random orientation brings the factor $1/3$, hence 24.4 km/mol.

The table gives the thermal factor $1-e^{-y}$, the strength $A_0$ that results if this factor is omitted, and the strength $A_{\rm cl}$ from the classical correlation function with the quantum factor. Both strengths are in km/mol for a field along the axis.
\begin{center}
\begin{tabular}{rccccc}
$T$ (K) & $y$ & $\bar n$ & $1-e^{-y}$ & $A_0$ & $A_{\rm cl}$\\
\hline
100 & 7.194 & 0.0008 & 0.99925 & 73.2 & 10.2\\
300 & 2.398 & 0.1000 & 0.90910 & 80.4 & 27.7\\
1000 & 0.719 & 0.9495 & 0.51295 & 142.5 & 52.1
\end{tabular}
\end{center}
At 300 K, $80.4\times0.9091=73.1$; at 1000 K, $142.5\times0.51295=73.1$. Without stimulated emission the strength at 1000 K would be nearly twice the correct one. The classical column errs most at low temperature: (\ref{eq:mixed}) gives $0.99925/7.194=0.139$ of the correct strength at 100 K and $0.9091/2.398=0.379$ at 300 K.

Now apply the pulse $E(t)=E_{\rm p}e^{-t^2/2\tau^2}\cos\omega_0t$ with $E_{\rm p}=10^7$ V/m and $\tau=50$ fs. Its energy per area is $\Phi=1.176\times10^{-2}\ {\rm J/m^2}$. Near $\omega_0$ the spectrum $F(\omega)$ is proportional to $e^{-\tau^2(\omega-\omega_0)^2}$, whose integral is $\sqrt\pi/\tau$; the part of $\tilde E$ centred at $-\omega_0$ is negligible because $\omega_0\tau=4.7$. Thus $F(\omega_0)=\Phi\tau/\sqrt\pi=3.318\times10^{-16}\ {\rm J\,s/m^2}$, and
\begin{equation}
\frac{W}{\hbar\omega_0}=
\frac{2.287\times10^{-10}\times3.318\times10^{-16}}{9.932\times10^{-21}}
=7.64\times10^{-6}.
\end{equation}
The pulse is weak, as the derivation requires. At 300 K the upward transitions take up $(\bar n+1)\times7.64\times10^{-6}=8.40\times10^{-6}$ quanta and the downward ones return $\bar n\times7.64\times10^{-6}=0.76\times10^{-6}$. At 1000 K the two numbers are $14.89\times10^{-6}$ and $7.25\times10^{-6}$. The difference is $7.64\times10^{-6}$ in both cases. Numerical solution of the Schr\"odinger equation for the driven oscillator gives these same values.

The oscillator cannot test how (\ref{eq:sigma}) handles a temperature-dependent net absorption. We therefore also drive, at one temperature, a five-level system with unequal spacings and a random Hermitian dipole matrix, for which no cancellation like (\ref{eq:cancel}) occurs. In units $\hbar=kT=1$ the levels lie at 0, 0.7, 1.5, 2.6 and 3.9, and the Gaussian pulse has $\tau=2$, carrier frequency 1.5 and peak field $10^{-5}$, weak enough that the third-order term, which grows linearly with the field relative to $W$, is negligible. Divided by the squared peak field, the propagated upward, downward and net energies are 2.840, 0.605 and 2.235. The integrals over the transformed $C(t)$ agree with them to a few parts in $10^5$. Omitting the thermal factor would give 2.840 for the net energy, 27\% above the propagated value.

\section*{Calculated quantities}
\begin{verbatim}
A. Five levels, hbar = kT = 1, energies / peak field squared
upward, propagated:            2.83958
upward, from C(t):             2.83964
downward, propagated:          0.60476
downward, from C(t):           0.60478
net, propagated:               2.23482
net, from C(t) with factor:    2.23486
largest relative error of detailed balance: 2.6e-11
B. Harmonic oscillator
wavenumber: 500 cm^-1, mass: 10 u, charge: 0.5 e
angular frequency: 9.4183e+13 rad/s
energy quantum: 9.9322e-21 J
length sqrt(hbar/(m omega0)): 8.212 pm
integral of sigma over omega, closed form: 2.2870e-10 m^2 rad/s
same as molar strength, field on axis: 73.116 km/mol
random orientation: 24.372 km/mol
pulse: peak 1.0e+07 V/m, duration 50 fs, fluence 1.1762e-02 J/m^2
net energy from sigma: 7.64003e-06 quanta
T = 100 K: hbar omega0/kT = 7.1939, n = 0.00075, factor = 0.99925
  weights of C in q^2 hbar/(m omega0): +omega0 0.50038, -omega0 0.00038
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 73.171 km/mol
  pulse, quanta: up 7.64577e-06, down 5.74320e-09, net 7.64003e-06
  classical C with quantum factor: 10.156 km/mol, fraction 0.1389
T = 300 K: hbar omega0/kT = 2.3980, n = 0.09999, factor = 0.90910
  weights of C in q^2 hbar/(m omega0): +omega0 0.55000, -omega0 0.05000
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 80.427 km/mol
  pulse, quanta: up 8.40397e-06, down 7.63941e-07, net 7.64003e-06
  classical C with quantum factor: 27.719 km/mol, fraction 0.3791
T = 1000 K: hbar omega0/kT = 0.7194, n = 0.94951, factor = 0.51295
  weights of C in q^2 hbar/(m omega0): +omega0 0.97475, -omega0 0.47475
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 142.540 km/mol
  pulse, quanta: up 1.48942e-05, down 7.25416e-06, net 7.64003e-06
  classical C with quantum factor: 52.134 km/mol, fraction 0.7130
\end{verbatim}
